# Why a field makes well-width fluctuations broaden an exciton line more: a program that tests the result

```python
"""
Why well-width fluctuations broaden a quantum-well exciton line more in a field.
Result under test, hard walls, carrier mass m, width L, field F:
  confinement E0 = pi^2 hbar^2/(2 m L^2),        dE0/dL = -2 E0/L
  Stark shift dE = -C m e^2 F^2 L^4/hbar^2,      d(dE)/dL = 4 dE/L  (negative)
  C = (15 - pi^2)/(24 pi^4)
Both slopes are negative, so |dE/dL| and the spread |dE/dL|*sigma_L grow with F.
Finite barriers of height U are treated by diagonalization; there the claim
needs a well wider than a crossover width, which is computed.
Internal units: eV, nm, V/nm (1 MV/cm = 0.1 V/nm); masses in electron masses.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import struve, y1, voigt_profile

HB2 = const.hbar**2 / (const.m_e * const.e) * 1e18      # hbar^2/m_e, eV nm^2
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # e^2/(4 pi eps0), eV nm
MV_CM = 0.1                                             # V/nm per MV/cm

# Round model inputs, rough regime of a Ge/SiGe modulator well
M_E, M_H = 0.04, 0.25        # masses along the growth axis
U_E, U_H = 0.35, 0.10        # barrier heights, eV
M_H_PLANE, EPS_R = 0.06, 16.0
GAP = 0.85                   # direct gap, eV
WIDTH, SIGMA_L = 12.0, 0.3   # nm
FIELDS = np.array([0.0, 0.02, 0.04, 0.06])  # MV/cm
LIFETIME_PS, BREAKDOWN, TEMP = 0.2, 0.1, 300.0
FIELD_SPREAD = 0.05          # relative field non-uniformity
BOX = 32.0                   # outer box for finite wells, nm
F_MAX = FIELDS[-1] * MV_CM


def z_matrix(box, size):
    n = np.arange(1, size + 1)
    row, col = np.meshgrid(n, n, indexing="ij")
    odd = (row + col) % 2 == 1
    gap = np.where(odd, row**2 - col**2, 1).astype(float)
    return np.where(odd, -8 * box / np.pi**2 * row * col / gap**2, 0.0)


def solve(mass, depth, width, field, box, centre=0.0, size=140, full=False):
    """Levels and sine-basis vectors; potential energy depth(outside) + field*z."""
    n = np.arange(1, size + 1)
    ham = np.diag(HB2 / (2 * mass) * (n * np.pi / box)**2) + field * z_matrix(box, size)
    if depth > 0:
        diff, total = n[:, None] - n[None, :], n[:, None] + n[None, :]
        left = 0.5 + (centre - width / 2) / box
        right = 0.5 + (centre + width / 2) / box

        def part(q, u):
            return u * np.sinc(q * u)
        inside = (part(diff, right) - part(diff, left)
                  - part(total, right) + part(total, left))
        ham = ham + depth * (np.eye(size) - inside)
    if full:
        return eigh(ham)
    return eigh(ham, subset_by_index=[0, 0])


def hard(mass, width, field):
    return solve(mass, 0.0, width, field, width)[0][0]


def wave(vector, z, box):
    n = np.arange(1, len(vector) + 1)
    return np.sqrt(2 / box) * np.sin(np.outer(z / box + 0.5, n) * np.pi) @ vector


def pair_energy(width, field, centre=0.0):
    return (solve(M_E, U_E, width, field, BOX, centre)[0][0]
            + solve(M_H, U_H, width, -field, BOX, centre)[0][0])


def interface_slope(mass, depth, width, field, box):
    vec = solve(mass, depth, width, field, box)[1][:, 0]
    edge = wave(vec, np.array([-width / 2, width / 2]), box)
    return -depth / 2 * np.sum(edge**2)


def pair_slope(width, field, box=BOX):
    return (interface_slope(M_E, U_E, width, field, box)
            + interface_slope(M_H, U_H, width, -field, box))


# ---- Stark coefficient: first-order state, closed form, diagonalization
C_STARK = (15 - np.pi**2) / (24 * np.pi**4)


def first_order_integrand(z):  # L = 1, hbar^2/m = 1, eF = 1
    k = np.pi
    psi1 = ((z**2 - 0.25) * np.sin(k * z) + z / k * np.cos(k * z)) / (2 * k)
    return 2 * np.cos(k * z) * z * psi1


c_from_state = -quad(first_order_integrand, -0.5, 0.5)[0]
assert abs(c_from_state / C_STARK - 1) < 1e-9
weak = 0.5 * HB2  # with mass 1 and L = 1 this is m e F L^3/hbar^2 = 0.5


def weak_shift(width):
    return hard(1.0, width, weak) - hard(1.0, width, 0.0)


c_from_levels = -weak_shift(1.0) / (HB2 * 0.25)
assert abs(c_from_levels / C_STARK - 1) < 1e-3
stark_slope = (weak_shift(1.01) - weak_shift(0.99)) / 0.02
assert abs(stark_slope / (4 * weak_shift(1.0)) - 1) < 2e-3
conf_slope = (hard(1.0, 1.001, 0) - hard(1.0, 0.999, 0)) / 0.002
assert abs(conf_slope / (-2 * hard(1.0, 1.0, 0)) - 1) < 1e-4
assert conf_slope < 0 and stark_slope < 0

# ---- Hard walls at any field: dE/dL = -(2<T> - <V>)/L, growing with F
STEP = 0.01


def hard_slope(mass, field):
    return (hard(mass, WIDTH + STEP, field) - hard(mass, WIDTH - STEP, field)) / (2 * STEP)


for mass in (M_E, M_H):
    old = None
    for field in (0.0, 0.003, 0.006, 0.02, 0.06):
        energy, vecs = solve(mass, 0.0, WIDTH, field, WIDTH)
        vec = vecs[:, 0]
        potential = field * vec @ z_matrix(WIDTH, len(vec)) @ vec
        kinetic = energy[0] - potential
        slope = hard_slope(mass, field)
        assert abs(slope / (-(2 * kinetic - potential) / WIDTH) - 1) < 1e-4
        if old is not None:
            assert kinetic > old[0] and -potential > old[1] and -slope > old[2]
        old = (kinetic, -potential, -slope)
assert abs(hard_slope(M_H, 0.3) / (-0.15) - 1) < 1e-3  # strong field: -eF/2

hard_e0 = np.array([hard(m, WIDTH, 0.0) for m in (M_E, M_H)])
hard_exact = np.array([hard(m, WIDTH, F_MAX) for m in (M_E, M_H)]) - hard_e0
hard_quad = np.array([-C_STARK * m * F_MAX**2 * WIDTH**4 / HB2 for m in (M_E, M_H)])
hard_slope_0 = -2 * hard_e0.sum() / WIDTH
hard_slope_quad = hard_slope_0 + 4 * hard_quad.sum() / WIDTH
hard_slope_exact = hard_slope(M_E, F_MAX) + hard_slope(M_H, F_MAX)

# ---- Finite barriers
levels = np.array([pair_energy(WIDTH, f * MV_CM) for f in FIELDS])
slopes = np.array([pair_slope(WIDTH, f * MV_CM) for f in FIELDS])
for f, s in zip(FIELDS, slopes):
    numeric = (pair_energy(WIDTH + 0.05, f * MV_CM)
               - pair_energy(WIDTH - 0.05, f * MV_CM)) / 0.1
    assert abs(numeric / s - 1) < 3e-3
assert np.all(slopes < 0) and np.all(np.diff(-slopes) > 0)
# moving one wall only gives the same transition energy as moving both by half
assert abs(pair_energy(WIDTH + 0.2, F_MAX, 0.1) - pair_energy(WIDTH + 0.2, F_MAX)) < 1e-5

# direct Gaussian average over widths against the linear spread law
nodes, weights = np.polynomial.hermite_e.hermegauss(7)
weights = weights / weights.sum()
spreads = -slopes * SIGMA_L
direct = []
for f in FIELDS:
    sample = np.array([pair_energy(WIDTH + SIGMA_L * x, f * MV_CM) for x in nodes])
    mean = weights @ sample
    direct.append(np.sqrt(weights @ (sample - mean)**2))
direct = np.array(direct)
assert np.all(abs(direct / spreads - 1) < 0.02)
assert np.all(np.diff(direct) > 0)

# ---- Crossover width: minimum of the summed polarizability
WIDE_BOX = 50.0


def polarizability(mass, depth, width):
    energy, vecs = solve(mass, depth, width, 0.0, WIDE_BOX, full=True)
    dipole = vecs[:, 1:].T @ z_matrix(WIDE_BOX, len(energy)) @ vecs[:, 0]
    return 2 * np.sum(dipole**2 / (energy[1:] - energy[0]))


def pair_polar(width):
    return polarizability(M_E, U_E, width) + polarizability(M_H, U_H, width)


crossover = minimize_scalar(pair_polar, bounds=(0.8, 8.0), method="bounded",
                            options={"xatol": 1e-3}).x
assert 1.0 < crossover < 7.0 and crossover < WIDTH
narrow, TEST_FIELD = crossover / 2, 0.0005
narrow_0 = pair_slope(narrow, 0.0, WIDE_BOX)
narrow_f = pair_slope(narrow, TEST_FIELD, WIDE_BOX)
assert abs(narrow_f) < abs(narrow_0)      # the effect reverses in a narrow well
assert abs(pair_slope(WIDTH, TEST_FIELD)) > abs(slopes[0])
exponent = (np.log(pair_polar(WIDTH * 1.01) / pair_polar(WIDTH * 0.99))
            / np.log(1.01 / 0.99))

# ---- Exciton binding, in-plane trial state exp(-r/radius)


def coulomb_mean(a):
    """Mean of radius/sqrt(r^2+z^2) in the trial state, a = |z|/radius."""
    a = np.maximum(a, 1e-7)
    return 4 * a * (np.pi / 2 * (struve(1, 2 * a) - y1(2 * a)) - 1)


check = quad(lambda x: 4 * x * np.exp(-2 * x) / np.hypot(x, 0.7), 0, 40)[0]
assert abs(coulomb_mean(0.7) / check - 1) < 1e-6
MU = M_E * M_H_PLANE / (M_E + M_H_PLANE)
Z = np.linspace(-BOX / 2, BOX / 2, 641)
DZ = Z[1] - Z[0]
DISTANCE = np.abs(np.arange(-(len(Z) - 1), len(Z))) * DZ


def binding(width, field):
    dens_e = wave(solve(M_E, U_E, width, field, BOX)[1][:, 0], Z, BOX)**2
    dens_h = wave(solve(M_H, U_H, width, -field, BOX)[1][:, 0], Z, BOX)**2
    apart = np.correlate(dens_e, dens_h, mode="full") * DZ**2

    def energy(radius):
        return (HB2 / (2 * MU * radius**2)
                - COULOMB / (EPS_R * radius) * (apart @ coulomb_mean(DISTANCE / radius)))
    best = minimize_scalar(energy, bounds=(4.0, 100.0), method="bounded",
                           options={"xatol": 1e-5})
    return -best.fun, best.x


bind, radius, bind_slope = [], [], []
for field in (0.0, F_MAX):
    b, r = binding(WIDTH, field)
    bind.append(b)
    radius.append(r)
    bind_slope.append((binding(WIDTH + 0.25, field)[0]
                       - binding(WIDTH - 0.25, field)[0]) / 0.5)
exciton_slope = np.array([slopes[0] - bind_slope[0], slopes[-1] - bind_slope[1]])
assert abs(exciton_slope[1]) > abs(exciton_slope[0])

# ---- Other neglected effects


def heavier_electron(width):
    energy = 0.03
    for _ in range(12):
        mass = M_E * (1 + energy / GAP)
        energy = solve(mass, U_E, width, 0.0, BOX)[0][0]
    return mass


def nonparabolic_slope(field):
    up, down = [solve(heavier_electron(w), U_E, w, field, BOX)[0][0]
                for w in (WIDTH + 0.05, WIDTH - 0.05)]
    return (up - down) / 0.1 + interface_slope(M_H, U_H, WIDTH, -field, BOX)


nonpar = np.array([nonparabolic_slope(0.0), nonparabolic_slope(F_MAX)])
assert abs(nonpar[1]) > abs(nonpar[0])


def tunnel_width(mass, depth):
    rest = solve(mass, depth, WIDTH, 0.0, BOX)[0][0]
    level = solve(mass, depth, WIDTH, F_MAX, BOX)[0][0]
    height = depth - F_MAX * WIDTH / 2 - level
    attempt = np.sqrt(2 * rest * HB2 / mass) / (2 * WIDTH)
    return attempt * np.exp(-4 / 3 * np.sqrt(2 * mass / HB2) * height**1.5 / F_MAX)


tunnel = [tunnel_width(M_E, U_E), tunnel_width(M_H, U_H)]
dF = 0.0002
field_slope = (pair_energy(WIDTH, F_MAX + dF) - pair_energy(WIDTH, F_MAX - dF)) / (2 * dF)
field_broadening = abs(field_slope) * FIELD_SPREAD * F_MAX
life_width = const.hbar / (LIFETIME_PS * 1e-12) / const.e
thermal = const.k * TEMP / const.e


def full_width(sigma, lorentz):
    s, g = 1e3 * sigma, 1e3 * lorentz / 2
    top = voigt_profile(0.0, s, g)
    return 2 * brentq(lambda x: voigt_profile(x, s, g) - top / 2, 0.0, 100.0)


line = np.array([full_width(s, life_width) for s in spreads])
assert np.all(np.diff(line) > 0)

# ---- Output
print(f"Masses electron, hole (growth axis): {M_E}, {M_H} m_e")
print(f"Barriers electron, hole: {U_E}, {U_H} eV")
print(f"Well width, rms width spread: {WIDTH}, {SIGMA_L} nm")
print(f"In-plane hole mass {M_H_PLANE} m_e, permittivity {EPS_R}, gap {GAP} eV")
print(f"Stark coefficient C, closed form: {C_STARK:.6e}")
print(f"C from first-order state: {c_from_state:.6e}")
print(f"C from diagonalization: {c_from_levels:.6e}")
print(f"HARD WALLS, top field {FIELDS[-1]} MV/cm")
print(f"Confinement electron, hole: {1e3*hard_e0[0]:.2f}, {1e3*hard_e0[1]:.2f} meV")
print(f"Quadratic shift electron, hole: {1e3*hard_quad[0]:.3f}, {1e3*hard_quad[1]:.3f} meV")
print(f"Exact shift electron, hole: {1e3*hard_exact[0]:.3f}, {1e3*hard_exact[1]:.3f} meV")
print(f"Pair slope at zero field: {1e3*hard_slope_0:.3f} meV/nm")
print(f"Pair slope at top field, quadratic: {1e3*hard_slope_quad:.3f} meV/nm")
print(f"Pair slope at top field, exact: {1e3*hard_slope_exact:.3f} meV/nm")
print("FINITE BARRIERS")
print(f"Pair confinement energy: {1e3*levels[0]:.2f} meV")
for i, f in enumerate(FIELDS):
    print(f"F={f:.2f} MV/cm: shift {1e3*(levels[i]-levels[0]):.3f} meV, "
          f"slope {1e3*slopes[i]:.3f} meV/nm")
    print(f"  rms spread linear {1e3*spreads[i]:.3f}, direct {1e3*direct[i]:.3f} meV; "
          f"line FWHM {line[i]:.2f} meV")
print(f"Slope growth factor at top field: {slopes[-1]/slopes[0]:.3f}")
print(f"Weak-field Stark shift varies as L to power: {exponent:.2f}")
print(f"Crossover width: {crossover:.2f} nm")
print(f"Narrow test well: {narrow:.2f} nm, field {TEST_FIELD/MV_CM:.3f} MV/cm")
print(f"  slope without, with field: {1e3*narrow_0:.3f}, {1e3*narrow_f:.3f} meV/nm")
print("NEGLECTED EFFECTS (zero field, top field where paired)")
print(f"Exciton binding: {1e3*bind[0]:.2f}, {1e3*bind[1]:.2f} meV")
print(f"Binding slope dB/dL: {1e3*bind_slope[0]:.3f}, {1e3*bind_slope[1]:.3f} meV/nm")
print(f"Slope with binding: {1e3*exciton_slope[0]:.3f}, {1e3*exciton_slope[1]:.3f} meV/nm")
print(f"Exciton trial radius: {radius[0]:.1f}, {radius[1]:.1f} nm")
print(f"Radius growth factor: {radius[1]/radius[0]:.3f}")
print(f"Nonparabolic slope: {1e3*nonpar[0]:.3f}, {1e3*nonpar[1]:.3f} meV/nm")
print(f"Tunnel width electron, hole: {1e3*tunnel[0]:.1e}, {1e3*tunnel[1]:.1e} meV")
print(f"Spread from {100*FIELD_SPREAD:.0f}% field non-uniformity: {1e3*field_broadening:.3f} meV")
print(f"Top field / rough bulk breakdown ({BREAKDOWN} MV/cm): {FIELDS[-1]/BREAKDOWN:.2f}")
print(f"Lifetime width for {LIFETIME_PS} ps: {1e3*life_width:.2f} meV")
print(f"Thermal energy at {TEMP:.0f} K: {1e3*thermal:.2f} meV")
print("all good")
```

It prints:

```
Masses electron, hole (growth axis): 0.04, 0.25 m_e
Barriers electron, hole: 0.35, 0.1 eV
Well width, rms width spread: 12.0, 0.3 nm
In-plane hole mass 0.06 m_e, permittivity 16.0, gap 0.85 eV
Stark coefficient C, closed form: 2.194523e-03
C from first-order state: 2.194523e-03
C from diagonalization: 2.194478e-03
HARD WALLS, top field 0.06 MV/cm
Confinement electron, hole: 65.28, 10.45 meV
Quadratic shift electron, hole: -0.860, -5.375 meV
Exact shift electron, hole: -0.858, -4.960 meV
Pair slope at zero field: -12.621 meV/nm
Pair slope at top field, quadratic: -14.700 meV/nm
Pair slope at top field, exact: -14.388 meV/nm
FINITE BARRIERS
Pair confinement energy: 46.97 meV
F=0.00 MV/cm: shift 0.000 meV, slope -6.119 meV/nm
  rms spread linear 1.836, direct 1.841 meV; line FWHM 6.34 meV
F=0.02 MV/cm: shift -1.582 meV, slope -6.513 meV/nm
  rms spread linear 1.954, direct 1.959 meV; line FWHM 6.61 meV
F=0.04 MV/cm: shift -5.966 meV, slope -7.484 meV/nm
  rms spread linear 2.245, direct 2.250 meV; line FWHM 7.26 meV
F=0.06 MV/cm: shift -12.503 meV, slope -8.746 meV/nm
  rms spread linear 2.624, direct 2.628 meV; line FWHM 8.12 meV
Slope growth factor at top field: 1.429
Weak-field Stark shift varies as L to power: 3.11
Crossover width: 3.65 nm
Narrow test well: 1.82 nm, field 0.005 MV/cm
  slope without, with field: -83.594, -83.560 meV/nm
NEGLECTED EFFECTS (zero field, top field where paired)
Exciton binding: 3.44, 3.13 meV
Binding slope dB/dL: -0.057, -0.129 meV/nm
Slope with binding: -6.062, -8.617 meV/nm
Exciton trial radius: 25.0, 27.1 nm
Radius growth factor: 1.082
Nonparabolic slope: -5.810, -8.448 meV/nm
Tunnel width electron, hole: 6.5e-14, 1.5e-04 meV
Spread from 5% field non-uniformity: 1.115 meV
Top field / rough bulk breakdown (0.1 MV/cm): 0.60
Lifetime width for 0.2 ps: 3.29 meV
Thermal energy at 300 K: 25.85 meV
all good
```
